# Do trace and adiabatic-connection formulas agree for Bethe–Salpeter correlation energies?

**Question.** I have a static Bethe–Salpeter (BSE) code and want ground-state correlation energies from it. For RPA I know two routes: the trace (plasmon) formula $\tfrac12[\sum_m\Omega_m-\mathrm{Tr}A]$, and the adiabatic-connection (AC) formula, which integrates the response function over frequency and coupling strength. The BSE eigenproblem has the same $(A,B)$ structure as RPA, so I assumed the two routes still agree and I can use the cheaper trace formula. Is that right? If not, where does the equivalence break, and by how much?

**Answer.** It is not right. The trace formula can be written as a coupling-strength integral, but the matrix contracted under the integral is the derivative of the BSE matrix with respect to the coupling, whereas the AC formula contracts with the bare Coulomb matrix. These are the same matrix in direct RPA with fixed orbital energies, and they differ once an exchange term, bare or screened, is in the kernel.

### Definitions

Hartree atomic units are used. Spin orbitals are real, $i,j$ occupied and $a,b$ virtual, and the gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$ do not depend on the coupling $\lambda$. With $V_{ia,jb}=(ia|jb)$ and a static interaction $W^\lambda$ that vanishes at $\lambda=0$,

$$A=\Delta+\lambda V-W_A,\qquad B=\lambda V-W_B,$$

where $\Delta$ is the diagonal matrix of gaps, $(W_A)_{ia,jb}=W^\lambda(ij|ab)$ and $(W_B)_{ia,jb}=W^\lambda(ib|ja)$. All these matrices are symmetric. Direct RPA has $W=0$, and bare exchange has $W^\lambda=\lambda v$ with $v$ the Coulomb interaction. The modes obey

$$AX+BY=X\Omega,\qquad BX+AY=-Y\Omega .$$

I assume stability, $A\pm B$ positive definite for $0\le\lambda\le1$, and drop it in the last section. The two energies are

$$E^{\rm Tr}=\tfrac12\Big[\sum_m\Omega_m-\mathrm{Tr}A\Big]_{\lambda=1},$$

$$E^{\rm AC}=-\frac1{2\pi}\int_0^1\!d\lambda\int_0^\infty\!d\omega\,\mathrm{Tr}\,V\big[\chi^\lambda(i\omega)-\chi^0(i\omega)\big].$$

$E^{\rm AC}$ carries the bare $V$ because $\lambda$ multiplies the Coulomb operator in the Hamiltonian. Its derivation also holds the density fixed along $\lambda$. With Hartree–Fock orbitals and an approximate response $\chi^\lambda$, as used below, that condition is not enforced, and the formula serves as a definition of the energy.

### Both energies in terms of $X$ and $Y$

Adding and subtracting the mode equations gives $(A+B)(X+Y)=(X-Y)\Omega$ and $(A-B)(X-Y)=(X+Y)\Omega$. Let $R=(A-B)^{1/2}$ and $S=R(A+B)R$, and let $T$ be the orthogonal matrix with $ST=T\Omega^2$. Then

$$X+Y=RT\Omega^{-1/2},\qquad X-Y=R^{-1}T\Omega^{1/2}$$

solves both: $(A-B)(X-Y)=RT\Omega^{1/2}=(X+Y)\Omega$, and $(A+B)(X+Y)=R^{-1}ST\Omega^{-1/2}=R^{-1}T\Omega^{3/2}=(X-Y)\Omega$. The diagonal of $(X-Y)^T(X+Y)=1$ is the normalisation $x^Tx-y^Ty=1$ of each mode. The symmetric part of $(X+Y)(X-Y)^T=RTT^TR^{-1}=1$ is $XX^T-YY^T=1$. Therefore

$$Q\equiv(X+Y)(X+Y)^T=RS^{-1/2}R=1+2YY^T+XY^T+YX^T .$$

The response at imaginary frequency is $\chi f=-(p+r)$, where $(A-i\omega)p+Br=f$ and $Bp+(A+i\omega)r=f$. With $s=p+r$ and $d=p-r$, the sum and the difference read $(A+B)s-i\omega d=2f$ and $(A-B)d=i\omega s$. Eliminating $d$,

$$\chi=-2\big[A+B+\omega^2(A-B)^{-1}\big]^{-1}=-2R\,(S+\omega^2)^{-1}R,$$

since the bracket equals $R^{-1}(S+\omega^2)R^{-1}$. Each eigenvalue of $S$ gives $\int_0^\infty d\omega/(\Omega^2+\omega^2)=\pi/2\Omega$, so $-\frac1{2\pi}\int_0^\infty\chi\,d\omega=\tfrac12RS^{-1/2}R=\tfrac12Q$. At $\lambda=0$, $R^2=\Delta$, $S=\Delta^2$ and $Q=1$. Symmetry of $V$ makes $\mathrm{Tr}\,VXY^T=\mathrm{Tr}\,VYX^T$, so

$$E^{\rm AC}=\tfrac12\int_0^1\!d\lambda\,\mathrm{Tr}\,V(Q-1)=\int_0^1\!d\lambda\,\mathrm{Tr}\big[V\,YY^T+V\,XY^T\big].\tag{1}$$

For the trace formula, write one mode as $Mz=\Omega\sigma z$, with $M=\begin{pmatrix}A&B\\B&A\end{pmatrix}$, $\sigma=\mathrm{diag}(1,-1)$, $z=(x,y)$ and $z^T\sigma z=1$. A prime denotes $d/d\lambda$. Differentiating gives $M'z+Mz'=\Omega'\sigma z+\Omega\sigma z'$. Multiplying by $z^T$ and using $z^TM=\Omega z^T\sigma$ cancels the $z'$ terms, which leaves the Hellmann–Feynman result

$$\Omega'=z^TM'z=x^TA'x+y^TA'y+2x^TB'y .$$

The sum over modes is a trace and does not depend on the basis chosen within a degenerate set:

$$\sum_m\Omega_m'=\mathrm{Tr}A'(XX^T+YY^T)+2\,\mathrm{Tr}B'XY^T=\mathrm{Tr}A'+2\,\mathrm{Tr}\big[A'YY^T+B'XY^T\big],$$

where $XX^T=1+YY^T$ was used. At $\lambda=0$, $B=0$ and $\sum\Omega=\mathrm{Tr}A$, so the trace expression starts from zero and equals the integral of its derivative:

$$E^{\rm Tr}=\int_0^1\!d\lambda\,\mathrm{Tr}\big[A'\,YY^T+B'\,XY^T\big].\tag{2}$$

In direct RPA $A'=B'=V$, and (2) is (1). Otherwise $A'=V-W_A'$, $B'=V-W_B'$, and

$$D\equiv E^{\rm Tr}-E^{\rm AC}=-\int_0^1\!d\lambda\,\mathrm{Tr}\big[W_A'\,YY^T+W_B'\,XY^T\big].\tag{3}$$

The exchange kernel acts once in $E^{\rm AC}$, by shaping $X$ and $Y$, and twice in $E^{\rm Tr}$, because it also closes the trace.

### Weak coupling, any molecule

Scale the interaction by $\eta$ at fixed gaps. From $Q=RS^{-1/2}R$ follows $Q(A+B)Q=RS^{-1/2}SS^{-1/2}R=A-B$. Put $Q=1+q$ and $A=\Delta+A_1$. First order gives $q\Delta+\Delta q+A_1+B=A_1-B$, so $q_{ia,jb}=-2B_{ia,jb}/(\Delta_{ia}+\Delta_{jb})$. Also $Q^{-1}=R^{-1}S^{1/2}R^{-1}=(X-Y)(X-Y)^T$, so $Q+Q^{-1}=2(XX^T+YY^T)=2+4YY^T$. The first-order terms of $Q$ and $Q^{-1}$ cancel, $YY^T$ is of second order, and $XY^T+YX^T=q$ at first order.

A screened interaction reduces to $\lambda v$ at first order, so $B=\lambda\bar V$ with $\bar V_{ia,jb}=(ia|jb)-(ib|ja)$. With $\int_0^1\lambda\,d\lambda=\tfrac12$, the second-order parts of (1) and (2) are

$$E^{\rm AC}_2=-\tfrac12\sum\frac{V_{ia,jb}\bar V_{ia,jb}}{\Delta_{ia}+\Delta_{jb}},\qquad E^{\rm Tr}_2=-\tfrac12\sum\frac{\bar V_{ia,jb}^2}{\Delta_{ia}+\Delta_{jb}} .$$

Swapping the labels $a\leftrightarrow b$ keeps the denominator, flips the sign of $\bar V$ and turns $(ia|jb)$ into $(ib|ja)$. Averaging the two labelings replaces $V\bar V$ by $\tfrac12\bar V^2$. Then $E^{\rm AC}_2=-\tfrac14\sum\bar V^2/(\Delta_{ia}+\Delta_{jb})$, which on Hartree–Fock orbitals is the MP2 correlation energy, and $E^{\rm Tr}_2$ is twice that. The formulas part at the lowest order at which correlation exists.

### Two-level model

Take two electrons and two spatial orbitals of opposite parity, $g$ occupied and $u$ empty, with gap $\Delta$, $K=(gu|gu)>0$ and $J=(gg|uu)$. Integrals with an odd number of $u$ labels vanish.

There are four excitations: $\alpha\to\alpha$, $\beta\to\beta$ and two spin flips. $V$ needs equal spins within each pair, so it equals $K$ in all four entries of the spin-conserving block and is zero for flips. Its eigenvalues are $2K$ for the symmetric (singlet) combination and $0$ for the other three (triplet).

The screened interaction is $W^\lambda=\lambda v+\lambda^2v\chi^\lambda_{\rm d}(0)v$, with the direct-RPA response $\chi_{\rm d}^\lambda(0)=-2(\Delta+2\lambda V)^{-1}$ from the formula above. The singlet alone couples to densities. The densities $gg$ and $uu$ couple to it through $(gg|gu)=(uu|gu)=0$, so $W^\lambda(gg|uu)=\lambda J$ is unscreened. This is a parity property of the two-orbital model. With more orbitals $W_A$ is screened too: in the cc-pVTZ basis with Hartree–Fock energies its trace at $\lambda=1$ lies 10% below the bare value for H$_2$ and 19% below it for water. The density $gu$ couples with strength $(K+K)/\sqrt2=\sqrt2K$, so

$$w^\lambda\equiv W^\lambda(gu|gu)=\lambda K-\frac{2\cdot2\lambda^2K^2}{\Delta+4\lambda K}=\frac{\lambda K\Delta}{\Delta+4\lambda K},\qquad w\equiv w^{1}=\frac{K\Delta}{\Delta+4K}<K .$$

Two coupling paths reach the same $\lambda=1$ problem. The rescreened path uses this $w^\lambda$, whose derivative is $w'=K\Delta^2/(\Delta+4\lambda K)^2$. The fixed path replaces it by $\lambda w$, with $w'=w$.

$W_A=W(ij|ab)$ needs spin $i$ = spin $j$ and spin $a$ = spin $b$, so it is $\lambda J$ times the unit matrix. $W_B=W(ib|ja)$ needs spin $i$ = spin $b$ and spin $j$ = spin $a$. It is $w^\lambda$ on the diagonal of the spin-conserving block, and it connects the two flips with each other, giving eigenvalues $\pm w^\lambda$ there. The problem splits into four scalar ones:

$$A_S=\Delta+\lambda(2K-J),\quad B_S=2\lambda K-w^\lambda,\quad A_T=\Delta-\lambda J,\quad B_T=-w^\lambda .$$

One flip combination has $B=+w^\lambda$. It has the same $\Omega$ and $Y^2$, and both $W_B'$ and $XY$ change sign, so it counts as a third copy of the triplet.

For scalar $A,B$: $S=(A-B)(A+B)=\Omega^2$, $(X+Y)^2=(A-B)/\Omega$ and $(X-Y)^2=\Omega/(A-B)=(A+B)/\Omega$. A quarter of the difference gives $XY=-B/2\Omega$. Half the sum gives $X^2+Y^2=A/\Omega$, and with $X^2-Y^2=1$, $Y^2=(A-\Omega)/2\Omega$. Therefore

$$E^{\rm Tr}=\tfrac12(\Omega_S-A_S)+\tfrac32(\Omega_T-A_T)\quad(\lambda=1),$$

$$E^{\rm AC}=K\int_0^1\!d\lambda\left[\sqrt{\frac{A_S-B_S}{A_S+B_S}}-1\right],$$

$$D=-\int_0^1\!d\lambda\,(JY_S^2+w'X_SY_S)-3\int_0^1\!d\lambda\,(JY_T^2+w'X_TY_T).$$

For direct RPA, set $J$ and $w^\lambda$ to zero in the kernel. Then $B_T=0$ and the triplets drop out, and

$$K\int_0^1\!d\lambda\sqrt{\frac{\Delta}{\Delta+4\lambda K}}=\tfrac12\sqrt\Delta\,\big(\sqrt{\Delta+4K}-\sqrt\Delta\big).$$

Subtracting $K$ gives $E^{\rm AC}=\tfrac12[\sqrt{\Delta(\Delta+4K)}-\Delta-2K]$, which is $\tfrac12(\Omega_S-A_S)$.

With exchange, the whole triplet part of $E^{\rm Tr}$ goes into $D$, because $V$ is zero in the triplets. It is negative, since $\Omega_T<A_T$. Dropping the triplets does not restore the identity: the singlet part remains, with $-JY_S^2\le0$ and $-w'X_SY_S=w'B_S/2\Omega_S>0$. These terms have opposite signs and can cancel at particular parameters, but not identically. For weak interaction $Y_S^2\approx B_S^2/4\Delta^2$, so the first term is of third order in the interaction and the second, $w'B_S/2\Delta$, is of second order.

### In what sense direct RPA is the sole case

Treat $K,J,w$ as free parameters on the fixed path and scale them by $\eta$. At $\lambda=1$ each channel has $A=\Delta+\eta a$ and $B=\eta b$, with $(a,b)_S=(2K-J,\,2K-w)$ and $(a,b)_T=(-J,-w)$. From $\sqrt{1-x}=1-x/2-x^2/8-\dots$, $\tfrac12(\Omega-A)=-B^2/4A-B^4/16A^3-\dots$, and expanding $1/A=\Delta^{-1}(1-\eta a/\Delta+\eta^2a^2/\Delta^2-\dots)$,

$$\tfrac12(\Omega-A)=-\eta^2\frac{b^2}{4\Delta}+\eta^3\frac{ab^2}{4\Delta^2}-\eta^4\frac{4a^2b^2+b^4}{16\Delta^3}+\dots$$

For the AC side let $\beta=B_S/A_S$ and $t=\lambda\eta$, so $\beta=tb/\Delta-t^2ab/\Delta^2+t^3a^2b/\Delta^3-\dots$ The root is $(1-\beta)(1-\beta^2)^{-1/2}=1-\beta+\beta^2/2-\beta^3/2+\dots$ Collecting powers of $t$, multiplying by $\eta K$ and using $\int_0^1\lambda^nd\lambda=1/(n+1)$, with singlet $a,b$,

$$E^{\rm AC}=-\eta^2\frac{Kb}{2\Delta}+\eta^3\frac{K(ab+b^2/2)}{3\Delta^2}-\eta^4\frac{K(a^2b+ab^2+b^3/2)}{4\Delta^3}+\dots$$

At second order $E_2^{\rm Tr}=-[(2K-w)^2+3w^2]/4\Delta=-(K^2-Kw+w^2)/\Delta$ and $E_2^{\rm AC}=-(K^2-Kw/2)/\Delta$, so

$$D_2=\frac{w(K-2w)}{2\Delta}.$$

At $w=K$ the two are $-K^2/\Delta$ and $-K^2/2\Delta$, the factor 2 found above. The singlet part of the trace alone is then $-K^2/4\Delta$, half of MP2. That fraction is not general: for water it is 0.59 in STO-3G and 0.86 in cc-pVTZ. $D_2$ vanishes at $w=0$ and at $w=K/2$, and both must be followed further.

At $w=0$, $b_S=2K$ and $b_T=0$. Then $\Delta^2E_3^{\rm Tr}=K^2(2K-J)$ and $\Delta^2E_3^{\rm AC}=\tfrac K3[2K(2K-J)+2K^2]=2K^3-\tfrac23K^2J$, so $D_3=-K^2J/3\Delta^2$, which vanishes for $J=0$ alone. Removing exchange from $B$ is not enough while it stays in $A$.

At $w=K/2$, $b_S=3K/2$ and $b_T=-K/2$. Then $\Delta^2E_3^{\rm Tr}=\tfrac9{16}K^2(2K-J)-\tfrac3{16}K^2J=\tfrac98K^3-\tfrac34K^2J$ and $\Delta^2E_3^{\rm AC}=\tfrac K3[\tfrac32K(2K-J)+\tfrac98K^2]=\tfrac{11}8K^3-\tfrac12K^2J$, so $D_3=-K^2(K+J)/4\Delta^2$, which needs $J=-K$. There $a_S=3K$ and $a_T=K$. In units of $K^4/\Delta^3$ the singlet trace term is $-(81+\tfrac{81}{16})/16=-\tfrac{1377}{256}$ and the three triplets give $-3(1+\tfrac1{16})/16=-\tfrac{51}{256}$, in total $-\tfrac{357}{64}$. The AC term is $-\tfrac14(\tfrac{27}2+\tfrac{27}4+\tfrac{27}{16})=-\tfrac{351}{64}$. So $D_4=-3K^4/32\Delta^3\neq0$.

In this model, on the fixed path and for $K>0$, $D$ therefore vanishes for all small $\eta$ if and only if $J=w=0$, which is direct RPA. The statement "they agree only for direct RPA" is true in that sense and needs three qualifications.

First, $D$ can pass through zero at particular parameters. For $\Delta=1$, $K=J=0.1$ Ha and $w$ free, Brent root finding on the closed formulas gives $D=0$ at $w=0.0397$ Ha. This is not the screened value $K\Delta/(\Delta+4K)=0.0714$ Ha, at which $D=-0.0022$ Ha. With the screened $w$, a scan over stable gaps up to $\Delta=50K$ finds a sign change of $D$ for $J=0$ but none for $J/K=0.5$, $1$, $2$ or $3.66$. At the zero $0<w<K/2$, so $D_2>0$ and higher orders cancel it. Halving $K,J,w$ shrinks the higher orders faster, and $D$ becomes $5.0\times10^{-5}$ Ha.

Second, (2) is itself an AC-type formula. If one chooses to contract with $A',B'$ in place of $V$, equality holds for any kernel on a stable path. For bare exchange these are antisymmetrised integrals, and an extra factor $\tfrac12$ on both sides restores MP2 at second order.

Third, direct RPA loses the equality if the gap moves with the coupling. For $\Delta+\lambda\delta$, $A'=V+\delta$, and (2) minus (1) is $D=\delta\int_0^1Y_S^2d\lambda$. With $\Delta=1$, $\delta=0.2$, $K=0.1$ Ha, the trace formula and adaptive quadrature of (1) give $E^{\rm Tr}=-0.007180$ and $E^{\rm AC}=-0.007583$, so $D=0.000403$ Ha.

### Numbers for H$_2$ and water

H$_2$ in the STO-3G basis at $R=1.4$ bohr realises the model. I use restricted Hartree–Fock orbital energies, $\varepsilon_g=h_{gg}+(gg|gg)$ and $\varepsilon_u=h_{uu}+2J-K$ with $h$ the one-electron Hamiltonian, both in the gap and in the screening. A $GW$ gap held fixed in $\lambda$ would change the numbers and leave (1)–(3) intact. The integrals give $\Delta=1.248471$, $J=0.663564$, $K=0.181258$ Ha. Then, in Ha,

$$w=\frac{0.181258\times1.248471}{1.248471+4\times0.181258}=0.114667,$$

$$A_S=1.248471+2\times0.181258-0.663564=0.947423,\qquad B_S=2\times0.181258-0.114667=0.247849,$$

$$A_T=1.248471-0.663564=0.584907,\qquad B_T=-0.114667,$$

$$\Omega_S=\sqrt{0.947423^2-0.247849^2}=0.914429,\qquad\Omega_T=\sqrt{0.584907^2-0.114667^2}=0.573557 .$$

The singlet part is $\tfrac12(0.914429-0.947423)=-0.016497$ and the triplet part is $\tfrac32(0.573557-0.584907)=-0.017025$, so $E^{\rm Tr}=-0.033522$ Ha. The AC values come from the defining double integral, with Gauss–Legendre quadrature on 20 points in $\lambda$ and 60 points in $\omega=2(1+x)/(1-x)$, $-1<x<1$. Energies are in Ha.

| kernel | $E^{\rm Tr}$ | $E^{\rm AC}$ | ratio |
|---|---|---|---|
| direct | −0.020659 | −0.020659 | 1.00 |
| bare | −0.051941 | −0.014911 | 3.48 |
| screened, fixed | −0.033522 | −0.020042 | 1.67 |
| rescreened | −0.033522 | −0.018738 | 1.79 |

On the fixed path $D=-0.033522+0.020042=-0.013480$ Ha. In eV the two energies are $-0.912$ and $-0.545$, and $D=-0.367$. These are minimal-basis values, not converged ones: the fixed-path $D$ becomes $-0.0246$ Ha in cc-pVDZ and $-0.0294$ Ha ($-0.80$ eV) in cc-pVTZ, where the bare, fixed and rescreened ratios are 2.92, 1.67 and 1.76. The split is $+0.003545$ from the singlet, which is $-0.016497+0.020042$, and $-0.017025$ from the triplets. For bare exchange it is $+0.006161$ and $-0.043191$. A singlet-only trace thus lies above $E^{\rm AC}$ here and the full trace below it.

The ratio, 2 at weak coupling, has moved to either side, so no fixed prefactor serves all kernels and coupling strengths. Two tendencies can be read off the formulas. The triplet term starts as $-3B_T^2/4A_T$, and $A_T$ is less than half of $\Delta$, which enlarges it. Screening lowers $|B_T|$ from $K$ to $w$, which reduces it quadratically.

The last two rows show that the formulas cannot be the same object. $E^{\rm Tr}$ uses the $\lambda=1$ matrices alone, while $E^{\rm AC}$ rises by $0.001303$ Ha on rescreening. The sign follows from $\Delta+4\lambda K\le\Delta+4K$, which makes the rescreened $w^\lambda\ge\lambda w$. That raises $A_S-B_S=\Delta-\lambda J+w^\lambda$ and lowers $A_S+B_S=\Delta+\lambda(4K-J)-w^\lambda$, so the integrand grows.

For scale, MP2 gives $-K^2/2\Delta=-0.013158$ Ha and full configuration interaction $-0.020562$ Ha. The latter is complete within this two-function basis, with clamped nuclei and no relativity, and it misses the correlation that needs further orbitals. Direct RPA and the fixed-path $E^{\rm AC}$ land near it at this geometry. Direct RPA has $-K^2/\Delta$, twice MP2, at second order, so its closeness is no systematic property, and one geometry in a minimal basis does not rank the methods. In cc-pVTZ direct RPA gives $-0.0545$ Ha and the fixed-path $E^{\rm AC}$ $-0.0436$ Ha, against $-0.0394$ Ha from full configuration interaction.

Water in STO-3G (O at the origin, H at $(0,\pm1.43,1.11)$ bohr, Hartree–Fock energies) has many levels. The trace comes from diagonalising the full spin-orbital problem, and $E^{\rm AC}$ from (1) with $Q=RS^{-1/2}R$ on 20 Gauss–Legendre points. Direct RPA gives $-0.052356$ Ha both ways. $E^{\rm Tr}$ and $E^{\rm AC}$ are $-0.130315$ and $-0.038544$ Ha for bare exchange, and $-0.079804$ and $-0.049046$ Ha for fixed screening, while rescreening moves $E^{\rm AC}$ to $-0.046376$ Ha. These too are far from the basis limit: in cc-pVTZ direct RPA gives $-0.328$ Ha both ways, bare exchange $-0.733$ and $-0.254$ Ha, and fixed screening $-0.427$ and $-0.281$ Ha, so the fixed-path $D$ grows from $-0.031$ to $-0.146$ Ha. Scaling all two-electron integrals by $\eta=\pm0.01$ at fixed orbital energies and averaging the two signs removes odd orders. Relative to $\eta^2$ times the MP2 energy of $-0.035577$ Ha, the trace is then 2.000 and the AC value 1.000 for all three exchange kernels.

### Instabilities

At $\lambda=1$ with screening, $\Omega_T^2=(A_T+B_T)(A_T-B_T)=(\Delta-J-w)(\Delta-J+w)$, while the singlet factors are $A_S-B_S=\Delta-J+w$ and $A_S+B_S=(\Delta-J+w)+(4K-2w)$. As $\Delta-J$ falls, the triplet fails first, at $\Delta-J=w$. The singlet holds until $\Delta-J=-w$, because $4K-2w>0$. On the fixed path both singlet factors are linear in $\lambda$ and positive at both ends, hence positive throughout.

In the window $|\Delta-J|<w$, $\Omega_T$ is imaginary and $E^{\rm Tr}$ complex. The stability assumption behind (2) and (3) has failed in the triplet blocks. Equation (1) survives, since $V$ projects on the singlet block, which is decoupled and stable.

Stretching H$_2$ and locating the conditions by Brent's method, the window runs from $2.54$ to $3.34$ bohr. With bare exchange the triplet condition is $\Delta-J=K$, met at $2.18$ bohr. It comes earlier because $K>w$. These distances belong to the minimal basis. In cc-pVTZ the order is the same, but the bare triplet onset is at $2.30$ bohr and the screened window runs from $2.98$ to $4.19$ bohr. At the midpoint, $R=2.9393$ bohr, $\Delta=0.551513$, $J=0.554255$, $K=0.233084$ and $w=0.086632$ Ha. Taking the root with positive imaginary part,

$$\mathrm{Im}\,E^{\rm Tr}=\tfrac32\sqrt{0.086632^2-(0.551513-0.554255)^2}=0.129883\ \text{Ha},$$

with real part $-0.094638$ Ha, while adaptive quadrature of the singlet integral on the fixed path gives the real value $E^{\rm AC}=-0.076773$ Ha. A real $E^{\rm AC}$ here says that the formula does not see the triplet instability, not that the reference state is sound. Just beyond $3.34$ bohr $A_S-B_S$ is negative near $\lambda=1$, so $S+\omega^2$ vanishes at a real $\omega$ and the frequency integral defining $E^{\rm AC}$ breaks down too.

For your code, a BSE correlation energy has to be reported with the formula used. A trace value also needs the spin channels and the prefactor, and an AC value needs the contraction kernel and the treatment of $W$ and of the gaps along $\lambda$.

All numerical values are calculated from the stated model.
